# Electron Temperature in a DC Field with Constant Collision Frequency

## First half: what elastic collisions do to electron speeds

A discharge model needs rate coefficients for electron processes, and each one is an average over the electron energies. Before computing any of them, one must decide whether to tabulate them against a single electron temperature, obtained from the local field by a formula, or to solve a kinetic equation for the energy distribution first. The first choice is much cheaper. It is justified if the distribution is a Maxwellian and its temperature is known.

This notebook treats a case in which both can be established. The electrons collide elastically with gas atoms, and the momentum-transfer frequency does not depend on speed. The simplest version has atoms at rest and gives a mean energy. Thermal motion of the atoms is added next, and then the shape of the distribution is found.

### Setting and symbols

An electron has charge $-e$ and mass $m$; an atom has mass $M$. The mass ratio $r=m/M$ is small. A uniform, steady field of magnitude $E$ acts on the electrons. The $z$ axis points along the force, opposite to the field vector, so the acceleration is $a=eE/m$ and is positive.

The electrons are dilute enough that they do not collide with one another or heat the gas. There is no excitation, ionization or attachment. SI units are used, with energies in electronvolts in the numerical example.

In a collision the relative velocity turns through an angle $\chi$, with all azimuths equally likely. If $\nu_c$ is the number of collisions per unit time, the momentum-transfer frequency is

$$\nu=\nu_c\,\langle 1-\cos\chi\rangle .$$

The assumption is that $\nu$ is the same at every relative speed. The scattering need not be isotropic.

### Simplest case: atoms at rest

Let an electron with velocity $\mathbf v$ hit an atom at rest. The centre of mass moves with velocity $\mathbf C$, and the electron moves relative to it with velocity $\mathbf G$:

$$\mathbf C=\frac{r\,\mathbf v}{1+r},\qquad \mathbf G=\frac{\mathbf v}{1+r},\qquad \mathbf v=\mathbf C+\mathbf G .$$

The first expression is $m\mathbf v/(m+M)$ with numerator and denominator divided by $M$. An elastic collision leaves $\mathbf C$ unchanged and turns $\mathbf G$ into $\mathbf G'$ of the same length. The new electron velocity is $\mathbf v'=\mathbf C+\mathbf G'$.

Consider momentum first. Averaging over azimuth removes the part of $\mathbf G'$ perpendicular to $\mathbf G$ and leaves $\mathbf G\cos\chi$. The mean velocity change is therefore

$$\langle\mathbf v'-\mathbf v\rangle=-(1-\cos\chi)\,\frac{\mathbf v}{1+r}.$$

Multiplying by the collision rate and averaging over $\chi$ gives a loss rate $\nu\mathbf v/(1+r)$, which is $\nu\mathbf v$ to leading order in $r$. Because $\nu$ is constant, the average over all electrons involves their mean velocity and nothing else about the distribution. In the steady state the gain $a$ balances the loss, so the drift speed is

$$w=\frac a\nu=\frac{eE}{m\nu}.$$

Now consider energy. Since $\mathbf C$ and $\mathbf G$ are parallel, with lengths $rv/(1+r)$ and $v/(1+r)$,

$$v'^2=C^2+G^2+2CG\cos\chi=v^2\,\frac{1+r^2+2r\cos\chi}{(1+r)^2}.$$

Subtract $v^2=v^2(1+2r+r^2)/(1+r)^2$. The terms $1$ and $r^2$ cancel, leaving

$$v'^2-v^2=-\frac{2r(1-\cos\chi)}{(1+r)^2}\,v^2 .$$

To leading order, an electron of energy $\varepsilon=mv^2/2$ thus loses energy at the mean rate $2r\nu\varepsilon$. One collision can reverse the momentum, yet it removes at most a fraction of about $4r$ of the energy. Momentum relaxes at the rate $\nu$, and energy at the much smaller rate $2r\nu$.

The field supplies the power $eEw$ per electron. Since $eE=m\nu w$, this equals $m\nu w^2$, and the steady balance is

$$m\nu w^2=2r\nu\langle\varepsilon\rangle,\qquad\text{so}\qquad \langle\varepsilon\rangle=\frac{mw^2}{2r}=\frac{Mw^2}{2}.$$

The mean electron energy is the energy that an atom would have if it moved at the drift speed. The energy of the drift itself, $mw^2/2$, is smaller by the factor $r$, so nearly all the energy is in random motion. The field accelerates electrons along one direction, and collisions turn the acquired velocity into other directions before much energy is lost.

As a limit, let $M$ grow at fixed $E$ and $\nu$. The mean energy grows without bound, as it should: infinitely heavy atoms turn electrons without taking energy from them, so no steady state exists.

### Atoms in thermal motion

At gas temperature $T_g$, an atom has a random velocity $\mathbf V$ with a Maxwellian distribution. Define $s=kT_g/m$. This is a squared speed on the electron scale, and the Cartesian components of $\mathbf V$ satisfy

$$\langle V_i\rangle=0,\qquad \langle V_iV_j\rangle=\frac{kT_g}{M}\,\delta_{ij}=rs\,\delta_{ij},\qquad \langle V^2\rangle=3rs .$$

A typical atomic speed is therefore of order $\sqrt r$ on the electron scale. The two parts of the electron velocity become

$$\mathbf C=\frac{r\mathbf v+\mathbf V}{1+r},\qquad \mathbf G=\frac{\mathbf v-\mathbf V}{1+r}.$$

Let $y=v^2$. Because $\mathbf G'$ and $\mathbf G$ have equal lengths, the squares $C^2$ and $G^2$ cancel in the difference, and

$$\Delta y=v'^2-v^2=2\,\mathbf C\cdot(\mathbf G'-\mathbf G).$$

The azimuthal average replaces $\mathbf G'$ by $\mathbf G\cos\chi$, which gives $-2(1-\cos\chi)\,\mathbf C\cdot\mathbf G$. The scalar product is

$$\mathbf C\cdot\mathbf G=\frac{(r\mathbf v+\mathbf V)\cdot(\mathbf v-\mathbf V)}{(1+r)^2}
=\frac{r v^2+(1-r)\,\mathbf v\cdot\mathbf V-V^2}{(1+r)^2}.$$

A constant $\nu$ simplifies the next average. The factor $\nu_c\langle1-\cos\chi\rangle$ does not depend on $|\mathbf v-\mathbf V|$, so atoms enter with their ordinary Maxwellian weight. The term linear in $\mathbf V$ vanishes, and $V^2$ becomes $3rs$. The mean rate of change of $y$ is

$$A(y)=-\frac{2r\nu\,(v^2-3s)}{(1+r)^2}\simeq r\nu\,(6s-2y).$$

Multiplication by $m/2$ turns this into an energy rate, $-2r\nu(\varepsilon-\tfrac32kT_g)$. Electrons above the mean thermal energy of the gas lose energy on average, and those below it gain. For $T_g=0$ the result for atoms at rest returns.

With the field on, the power balance now reads

$$m\nu w^2=2r\nu\left(\langle\varepsilon\rangle-\tfrac32kT_g\right),\qquad \langle\varepsilon\rangle=\tfrac32kT_g+\tfrac12Mw^2 .$$

If the distribution is a Maxwellian at $T_e$, then $\langle\varepsilon\rangle=\tfrac32kT_e$, and the balance gives $kT_e=kT_g+Mw^2/3$. That is the expected temperature, but the balance does not show that the distribution is a Maxwellian. Many distributions share a mean energy and differ in their tails, where the electrons that can excite or ionize are found. The shape requires more information about the collisions.

### The spread of the energy changes

Two electrons of equal speed can have different energy changes, because they meet atoms with different velocities. The mean square of $\Delta y$ measures this spread. From the formula above,

$$(\Delta y)^2=4\left[\mathbf C\cdot(\mathbf G'-\mathbf G)\right]^2 .$$

The largest part of $\mathbf C$ is $\mathbf V$, of order $\sqrt r$; the part $r\mathbf v$ is smaller. To first order in $r$ we may therefore set $\mathbf C=\mathbf V$ and evaluate $\mathbf D=\mathbf G'-\mathbf G$ for an atom at rest with $r\to0$. Then $\mathbf D$ is the difference of two vectors of length $v$ separated by the angle $\chi$, so

$$D^2=v^2+v^2-2v^2\cos\chi=2v^2(1-\cos\chi).$$

The average over atoms gives $\langle(\mathbf V\cdot\mathbf D)^2\rangle=rsD^2$, because the components of $\mathbf V$ are uncorrelated and have equal variance. Hence

$$\langle(\Delta y)^2\rangle=4rsD^2=8rs\,v^2(1-\cos\chi).$$

Multiplying by the collision rate and averaging over $\chi$ gives the rate of mean-square change,

$$B(y)=8r\nu s\,y .$$

The scattering angle again enters through $1-\cos\chi$ alone. This is why, at this order, the momentum-transfer frequency also governs energy exchange when the scattering is anisotropic.

Terms of order $r^{3/2}$ contain an odd number of factors of $\mathbf V$ and average to zero, so the first correction to $B$ is of order $r^2$. The mean cube of $\Delta y$ begins with three factors of $\mathbf V$. That term also vanishes, leaving order $r^2$. The mean fourth power starts at order $r^2$ as well. First order in $r$ therefore needs $A$ and $B$ and no higher moment.

This ordering takes $v$ to be of the electron thermal scale. It does not resolve electrons as slow as the atoms, but these occupy a fraction of velocity space of order $r^{3/2}$.

### From average changes to an equation

Let $f_0(v)$ be the velocity distribution averaged over direction, and let $C_0$ be its rate of change due to collisions. The gas has no preferred direction, so collisions cannot turn an anisotropic part of the distribution into an isotropic one. Thus $C_0$ depends on $f_0$ alone.

Take a smooth test function $\varphi$ of speed. Expanding its change to second order in $\Delta y$ gives its mean collision rate for an electron of given speed:

$$R[\varphi]=A\,\frac{d\varphi}{dy}+\frac B2\,\frac{d^2\varphi}{dy^2}
=r\nu\left[(6s-2y)\frac{d\varphi}{dy}+4sy\frac{d^2\varphi}{dy^2}\right].$$

To return to $v$, denote $d/dv$ by a prime when it acts on a function. Since $dy=2v\,dv$,

$$\frac{d\varphi}{dy}=\frac{\varphi'}{2v},\qquad
\frac{d^2\varphi}{dy^2}=\frac1{2v}\frac{d}{dv}\left(\frac{\varphi'}{2v}\right)=\frac{\varphi''}{4v^2}-\frac{\varphi'}{4v^3}.$$

The first term in the bracket becomes $3s\varphi'/v-v\varphi'$. The second becomes $s\varphi''-s\varphi'/v$. Their sum is

$$R[\varphi]=r\nu\left[s\varphi''+\frac{2s}{v}\varphi'-v\varphi'\right].$$

The rate of change of the total of $\varphi$ can be written with $C_0$ or with $R$. A common factor $4\pi$ cancels, so

$$\int_0^\infty\varphi\,C_0\,v^2dv=r\nu\int_0^\infty f_0\left[s\,(v^2\varphi')'-v^3\varphi'\right]dv .$$

Here $v^2\varphi''+2v\varphi'$ has been combined into $(v^2\varphi')'$. Integrate that term by parts. The boundary terms vanish because of the factor $v^2$ at zero and the decay of $f_0$ at large speed. The right side becomes

$$-r\nu\int_0^\infty\varphi'\left[v^3f_0+s v^2f_0'\right]dv
=r\nu\int_0^\infty\varphi\,\frac{d}{dv}\left[v^3f_0+s v^2f_0'\right]dv ,$$

where the last form follows from a second integration by parts. Since $\varphi$ is arbitrary, the factors multiplying it must agree:

$$C_0=\frac{r\nu}{v^2}\frac{d}{dv}\left[v^3f_0+\frac{kT_g}{m}\,v^2f_0'\right].$$

The first term in the bracket is drag, which moves electrons to lower speed. The second is diffusion in velocity caused by the atoms' thermal motion.

### Limits without a field

If the gas is cold, only drag remains. Setting $s=0$ in $R$ and choosing $\varphi=v$ gives $dv/dt=-r\nu v$. The energy then decays at the rate $2r\nu$, as found for atoms at rest.

At finite $T_g$, the steady state has a constant bracket. The bracket vanishes at $v=0$ for a regular $f_0$, so it vanishes everywhere and $sf_0'=-vf_0$. The solution is proportional to $\exp(-mv^2/2kT_g)$. Without a field the electrons reach the gas temperature, as equilibrium requires. The balance between $A$ and $B$ produces this result; an error in the factor 8 of $B$ would have left the mean energy at $\tfrac32kT_g$, which $A$ alone fixes, but the distribution would not have been a Maxwellian.

## Second half: the field, the Maxwellian and its limits

The electrons have mass $m$, the atoms have mass $M$ and temperature $T_g$, and $r=m/M$ is small. The acceleration $a=eE/m$ points along $z$. The momentum-transfer frequency $\nu$ is constant, the leading-order drift speed is $w=a/\nu$, and $s=kT_g/m$. A prime on a distribution means $d/dv$. The first half found that elastic collisions change the direction-averaged distribution $f_0(v)$ at the rate

$$C_0=\frac{r\nu}{v^2}\frac{d}{dv}\left[v^3f_0+s v^2f_0'\right].$$

It also found that the power balance fixes the mean energy at $\tfrac32kT_g+\tfrac12Mw^2$. The shape of $f_0$ in the field is still to be determined.

### Adding the field

In a steady, uniform state the Boltzmann equation balances acceleration against collisions:

$$a\,\frac{\partial f}{\partial v_z}=C[f].$$

The field makes one direction special. Let $\mu=\cos\theta$, where $\theta$ is the angle between $\mathbf v$ and $z$, and write

$$f=f_0(v)+f_1(v)\,\mu .$$

The size of the omitted terms is examined below. With $v_z=v\mu$, the derivatives of the coordinates are $\partial v/\partial v_z=\mu$ and $\partial\mu/\partial v_z=(1-\mu^2)/v$. The left side is therefore

$$a\left[\mu f_0'+\mu^2f_1'+\frac{1-\mu^2}{v}f_1\right].$$

Average over all directions, using $\langle\mu\rangle=0$ and $\langle\mu^2\rangle=1/3$. The first term disappears, and the others combine:

$$\frac a3\left(f_1'+\frac2vf_1\right)=\frac{a}{3v^2}\frac{d}{dv}\left(v^2f_1\right)=C_0 .$$

For the second equation, multiply by $3\mu$ and average. The terms in $f_1$ are then odd in $\mu$ and vanish, which leaves $af_0'$ on the left.

The collision term on the right can be taken at leading order, with infinitely heavy atoms. A collision then turns the velocity without changing its length, and the azimuthal average of $\mu$ after the collision is $\mu\cos\chi$. The part $f_1\mu$ decays at the rate $\nu_c\langle1-\cos\chi\rangle=\nu$, so

$$af_0'=-\nu f_1,\qquad f_1=-\frac a\nu f_0'=-wf_0'.$$

Since $f_0$ decreases with speed, $f_1$ is positive. More electrons move along the force than against it, as the sign convention demands.

### Solving for the shape

Insert $f_1$ into the direction-averaged equation and multiply by $v^2$:

$$-\frac{a^2}{3\nu}\frac{d}{dv}\left(v^2f_0'\right)=r\nu\frac{d}{dv}\left[v^3f_0+s v^2f_0'\right].$$

Both sides are derivatives, so one integration gives equality up to a constant. At $v=0$ every term vanishes for a regular $f_0$, and the constant is zero. Physically, no electrons are created or removed at zero speed. Division by $r\nu v^2$ gives

$$-\frac{a^2}{3r\nu^2}f_0'=vf_0+s f_0' .$$

Collect the derivatives on one side:

$$\left(s+\frac{a^2}{3r\nu^2}\right)f_0'=-vf_0 .$$

Call the bracket $\tau$. It does not depend on $v$, because $\nu$ does not. Thus $d\ln f_0/dv=-v/\tau$, and integration gives $f_0\propto\exp(-v^2/2\tau)$. This is a Maxwellian with $\tau=kT_e/m$. Multiplying the definition of $\tau$ by $m$ and using $m/r=M$ yields

$$kT_e=kT_g+\frac{M(eE)^2}{3m^2\nu^2}=kT_g+\frac{Mw^2}{3}.$$

For electron density $n$, normalization uses the integral of $\exp(-v^2/2\tau)$ over velocity space. This is a product of three Gaussian integrals, each equal to $\sqrt{2\pi\tau}$. Therefore

$$f_0(v)=n\left(\frac{m}{2\pi kT_e}\right)^{3/2}\exp\left(-\frac{mv^2}{2kT_e}\right).$$

The field term has the same form as thermal diffusion. Repeated acceleration and randomization of direction spread the velocities with diffusion coefficient $a^2/3\nu$. The atoms' thermal motion contributes $r\nu s$, and the drag coefficient is $r\nu$. The ratio of total diffusion to drag is $\tau$. Both contributions are independent of speed, so together they act like a hotter gas.

For $E=0$ the electrons have the gas temperature. For a cold gas, $\tfrac32kT_e=\tfrac12Mw^2$, the mean energy found from collisions with atoms at rest. In between, the mean energy agrees with the power balance.

### The part that carries the current

The derivative of the Maxwellian is $f_0'=-vf_0/\tau$, so

$$f_1=\frac{wv}{\tau}f_0=\frac{mwv}{kT_e}f_0 .$$

The full distribution is therefore not a Maxwellian centred at zero velocity. Its mean velocity along $z$ follows from $\langle\mu^2\rangle=1/3$:

$$\langle v_z\rangle=\frac1n\int\frac{v f_1}{3}\,d^3v=\frac{w}{3\tau}\langle v^2\rangle=w ,$$

since $\langle v^2\rangle=3\tau$. The drift speed from the momentum balance is recovered.

At the root-mean-square speed $v=\sqrt{3\tau}$, the ratio $f_1/f_0$ is $w\sqrt{3/\tau}$. The definition of $\tau$ implies $\tau\ge w^2/3r$, and hence

$$\frac{f_1}{f_0}\le3\sqrt r=3\sqrt{\frac mM}.$$

Equality holds for a cold gas. A stronger field cannot make the anisotropy at thermal speeds large in this model, because it also heats the electrons.

The next angular term is $f_2(v)P_2(\mu)$, with $P_2=(3\mu^2-1)/2$. Since $\mu^2=\tfrac13+\tfrac23P_2$, the field produces it from $f_1$ at the rate given by

$$\frac{2a}{3}\left(f_1'-\frac{f_1}{v}\right)=-\nu_2f_2 ,$$

where $\nu_2$ is the relaxation rate of this angular shape. Inserting $f_1=wvf_0/\tau$ makes the bracket $-wv^2f_0/\tau^2$, and

$$\frac{f_2}{f_0}=\frac{2\nu}{3\nu_2}\left(\frac{wv}{\tau}\right)^2 .$$

If $\nu_2$ is comparable with $\nu$, this is of order $r$ at thermal speeds. Omitting $f_2$ then affects the bulk of $f_0$ only at relative order $r$. The coefficient grows when $\nu_2=\nu_c\langle1-P_2(\cos\chi)\rangle$ is much smaller than $\nu$, as for scattering concentrated near $\chi=\pi$. For pure backscattering $\nu_2$ vanishes and the two-term form does not apply.

The ratio $wv/\tau$ grows with speed and reaches one at $v=\tau/w$, or at the energy

$$\varepsilon_1=\frac{(kT_e)^2}{2mw^2}.$$

Beyond it, the two-term form is negative for motion against the force and has certainly failed. Accuracy is lost well before that point. The expansion requires $wv/\tau\ll1$, and even where this holds, small relative errors in the slope $d\ln f_0/dv$ add up along the tail, so $f_0$ can depart noticeably from the Maxwellian there.

### Why constant frequency matters

Let $\nu$ depend on speed, and take a cold gas so that the atoms' motion does not complicate the collision rate. The drag term is then $r\,d(\nu v^3f_0)/dv$ divided by $v^2$, and $f_1=-af_0'/\nu(v)$. The same integration gives

$$\frac{f_0'}{f_0}=-\frac{3r\,\nu(v)^2\,v}{a^2}.$$

A Maxwellian requires the right side to be proportional to $v$, which requires constant $\nu$. For a constant mean free path $\lambda$ with $\nu=v/\lambda$, integration gives $f_0\propto\exp[-3rv^4/(4a^2\lambda^2)]$. Its tail falls much faster than a Maxwellian tail. The energy range that matters for a rate coefficient must therefore be compared with the range over which $\nu$ is nearly constant.

### Finite mass and a direct simulation

The mean energy can be found without expanding in $r$. The first half gave the momentum loss rate $\nu\mathbf v/(1+r)$ for atoms at rest. Thermal motion with zero mean does not alter its average, so the drift is $(1+r)w$. The unexpanded energy-exchange rate then gives

$$2a(1+r)w=\frac{2r\nu\left(\langle v^2\rangle-3s\right)}{(1+r)^2}.$$

With $a=\nu w$, this becomes

$$\frac{m\langle v^2\rangle}{3}=kT_g+(1+r)^3\frac{Mw^2}{3}.$$

The field term is raised by a relative amount of about $3r$.

A Monte Carlo simulation shows the shape without assuming two angular terms or small energy changes. It follows 15000 electrons, initially at rest, through 2800 collisions each. Free-flight times are drawn from an exponential distribution, atom velocities from a Maxwellian, and scattering directions isotropically. The first 1400 collisions are discarded. Afterwards, velocities are recorded just before every tenth collision. Because the collision rate is the same for all velocities, these records represent the time average.

In units with $m=\nu=kT_g=1$, the run uses $M=400$ and $a=0.12$. The leading-order formula gives

$$kT_e=1+\frac{400\times0.12^2}{3}=2.92 .$$

Two thirds of the sampled mean energy is 2.932. The finite-mass formula gives $1+1.0025^3\times1.92=2.934$. The fractions of electrons in ranges of $\varepsilon/kT_e$, with $kT_e=2.92$, are:

| Range | Simulation | Maxwellian |
|---|---:|---:|
| 0 to 0.5 | 0.199 | 0.199 |
| 0.5 to 1 | 0.228 | 0.229 |
| 1 to 2 | 0.310 | 0.311 |
| 2 to 4 | 0.215 | 0.215 |
| above 4 | 0.047 | 0.046 |

The highest range holds about 3% more electrons than the Maxwellian value, relative to that value. The exact velocity moments for this mass ratio predict an excess of 2.8%. About 1.8% comes from the higher temperature at finite mass and about 1% from a change of shape of order $r$. The sampling error of a run of this size is about 1.4%, so the run agrees with this prediction but cannot resolve its parts.

### Numerical example and the decision

Take a model gas with $M=4$ u, so that $M/m=7291.6$. Helium has this mass, but below a few electronvolts its momentum-transfer cross section, not its frequency, is roughly constant, so the numbers that follow describe the model and not helium. Let $T_g=300$ K, $\nu=2\times10^9\ \mathrm{s^{-1}}$ and $E=100$ V/m. The drift speed $eE/(m\nu)$ is 8794 m/s, and the power gained per electron is

$$eEw=100\times8794\ \mathrm{eV/s}=8.794\times10^5\ \mathrm{eV/s}.$$

Since $mw^2=eEw/\nu$, the field term is

$$\frac{Mw^2}{3}=\frac Mm\,\frac{eEw}{3\nu}
=\frac{7291.6\times8.794\times10^5}{3\times2\times10^9}\ \mathrm{eV}=1.069\ \mathrm{eV}.$$

Adding $kT_g=0.026$ eV gives $kT_e=1.095$ eV, or $T_e\simeq12700$ K. The mean energy is 1.642 eV. The finite-mass correction raises the temperature defined by the mean energy by a relative $4\times10^{-4}$.

The root-mean-square speed is $7.60\times10^5$ m/s. There $f_1/f_0=3w/v_{\rm rms}=0.035$, while the two-term form becomes negative only above $\varepsilon_1=1362$ eV. For the bulk of the electrons, anisotropy is not the limiting concern. In the tail the slope errors add up to a relative change of order $\varepsilon^2/(2kT_e\varepsilon_1)$, which is 0.13 at 20 eV. For isotropic scattering the exact elastic fraction of electrons above 20 eV is about 8% higher than the Maxwellian value used below.

The energy relaxation time is $M/(2m\nu)=1.82$ microseconds. During this time $t$ an electron drifts about 1.6 cm. Random motion, with diffusion coefficient $kT_e/(m\nu)$, also spreads the electrons along each axis by $\sqrt{2kT_et/(m\nu)}\simeq1.9$ cm. The local formula needs a field that is steady over times much longer than $t$ and uniform over distances much longer than both lengths.

Suppose the first inelastic threshold is 20 eV. Integrating the Maxwellian above it gives a fraction $5.75\times10^{-8}$ of the electrons. If each lost 20 eV at the frequency $\nu$, the inelastic loss would be

$$5.75\times10^{-8}\times20\times2\times10^9\ \mathrm{eV/s}=2.3\times10^3\ \mathrm{eV/s},$$

about 0.3% of the field power. This is an overestimate, because it ignores the depletion of the tail by the losses themselves. On this estimate, the elastic formula remains good for the mean energy.

The tail is a separate matter. Inelastic collisions at frequency $\nu$ would remove energetic electrons $M/2m\simeq3600$ times faster than elastic collisions relax their energy. The population above threshold is then limited by the elastic supply, which per tail electron proceeds at about $2r\nu\,(20\ \mathrm{eV}/kT_e)$. The tail would fall by a factor of about $3600/18\approx200$ while $T_e$ hardly changed. For this model, a temperature table is suitable for averages dominated by the bulk of the electrons. An excitation or ionization rate calls for a kinetic equation that includes the inelastic losses.
